# The CCSD nuclear gradient from relaxed densities in the AO basis

A geometry optimization with coupled-cluster energies needs the slope of the energy along every nuclear coordinate, and one must decide how to get it. Central differences cost two energies per coordinate, $6N$ for $N$ atoms. The alternative is to solve two more sets of linear equations once per geometry, whatever the number of coordinates, and to contract the resulting densities with derivative integrals. The second route rests on the formula

$$
\frac{dE}{dx}=\sum_{\mu\nu}D_{\mu\nu}h^x_{\mu\nu}+\frac12\sum_{\mu\nu\lambda\sigma}\Gamma_{\mu\nu\lambda\sigma}(\mu\nu|\lambda\sigma)^x-\sum_{\mu\nu}W_{\mu\nu}S^x_{\mu\nu}+V_{nn}^x ,
$$

which contains no derivative of an orbital coefficient or of a cluster amplitude. Here it is derived for closed-shell CCSD on a canonical RHF reference, with real orbitals, all electrons correlated and basis functions $\chi_\mu$ centred on the atoms. Atomic units are used. The indices $i,j,k$ are occupied, $a,b$ virtual, $p,q,r,s,t$ general. A superscript $x$ on an AO integral means that the basis functions and the operator are differentiated.

With $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$ the Hamiltonian is

$$
H=\sum_{pq}h_{pq}E_{pq}+\frac12\sum_{pqrs}(pq|rs)\,(E_{pq}E_{rs}-\delta_{qr}E_{ps})+V_{nn}.
$$

Let $T=\sum_\mu t_\mu\tau_\mu$ contain single and double excitations, $|\mu\rangle=\tau_\mu|0\rangle$ and $\bar H=e^{-T}He^{T}$. (In these amplitude sums $\mu$ labels an excitation; elsewhere it labels a basis function.) The CCSD equations are $E=\langle0|\bar H|0\rangle$ and $\langle\mu|\bar H|0\rangle=0$. This energy is not stationary in the amplitudes, so differentiating it directly would require $dt_\mu/dx$ for every coordinate. Adding the amplitude equations with multipliers cures that:

$$
\mathcal E=\langle0|(1+\Lambda)\bar H|0\rangle,\qquad \langle0|\Lambda=\sum_\mu\lambda_\mu\langle\mu| .
$$

Stationarity in $\lambda_\mu$ returns the amplitude equations. For $t_\mu$, excitation operators commute, so $\partial\bar H/\partial t_\mu=[\bar H,\tau_\mu]$ and

$$
\langle0|(1+\Lambda)\bar H\tau_\mu|0\rangle-\langle0|(1+\Lambda)\tau_\mu\bar H|0\rangle=0 .
$$

In the second term $\langle0|\tau_\mu=0$. The amplitude equations leave in $\bar H|0\rangle$ only $E|0\rangle$ and triple or higher excitations. Acting on the latter, $\tau_\mu$ gives at least quadruples, which have no overlap with the singles and doubles in $\langle0|\Lambda$. The second term is therefore $E\langle0|\Lambda|\mu\rangle$, and

$$
\langle0|(1+\Lambda)(\bar H-E)|\mu\rangle=0 .
$$

This is the first additional set of linear equations. Inserting $H$ into $\mathcal E$ defines the unrelaxed densities

$$
D^0_{pq}=\langle0|(1+\Lambda)e^{-T}E_{pq}e^{T}|0\rangle,
$$

$$
\Gamma^0_{pqrs}=\langle0|(1+\Lambda)e^{-T}(E_{pq}E_{rs}-\delta_{qr}E_{ps})e^{T}|0\rangle .
$$

Real integrals satisfy $h_{pq}=h_{qp}$, and $(pq|rs)$ is unchanged by $p\leftrightarrow q$, $r\leftrightarrow s$ and $pq\leftrightarrow rs$. Averaging the densities over the same exchanges leaves every contraction unchanged, and from here on they are so averaged. Then

$$
E=\sum_{pq}h_{pq}D^0_{pq}+\frac12\sum_{pqrs}(pq|rs)\Gamma^0_{pqrs}+V_{nn}.
$$

The orbitals also move with the nuclei. Let $\varphi_q\to\varphi_q+\sum_p\varphi_pU_{pq}$ with arbitrary small $U$. Each of the two indices of $h$ gives the same contribution, hence a factor 2. Each of the four indices of the repulsion integral gives the same contribution, and $4\times\frac12=2$. Thus

$$
\delta\mathcal E=2\sum_{pq}U_{pq}I_{pq},\qquad
I_{pq}=\sum_rh_{pr}D^0_{rq}+\sum_{rst}(pr|st)\Gamma^0_{qrst}.
$$

The densities are held fixed here because $\mathcal E$ is stationary in $t$ and $\lambda$. For a rotation, $U$ is antisymmetric, so only $I_{pq}-I_{qp}$ matters. Rotating occupied orbitals among themselves, or virtual ones among themselves, maps the reference and the spaces of singles and doubles onto themselves. The energy cannot change, so $I_{ij}=I_{ji}$ and $I_{ab}=I_{ba}$. Mixing occupied with virtual orbitals, $U_{ai}=-U_{ia}=\kappa_{ai}$, gives

$$
\delta\mathcal E=2\sum_{ai}\kappa_{ai}(I_{ai}-I_{ia}),
$$

which need not vanish, because RHF orbitals minimize the RHF energy and not the CCSD energy. If core orbitals were frozen, rotations between frozen and active occupied orbitals would also change the energy, and further conditions would be needed.

Two conditions fix the orbitals as far as the energy depends on them: the Brillouin condition $F_{ai}=0$ and orthonormality $C^TSC=1$. Both are added with multipliers:

$$
\mathcal L=\mathcal E+\sum_{ai}z_{ai}F_{ai}-\sum_{pq}W_{pq}(C^TSC-1)_{pq}.
$$

Since $C^TSC$ is symmetric, $W$ may be taken symmetric. The Fock matrix is

$$
F_{pq}=h_{pq}+G[P]_{pq},\qquad G[M]_{pq}=\sum_{rs}M_{rs}\left[(pq|rs)-\tfrac12(pr|qs)\right],
$$

with the RHF density $P_{ij}=2\delta_{ij}$ and all other elements zero.

The Brillouin term has the form of an energy. Set $D^z_{ai}=D^z_{ia}=\frac12z_{ai}$, other elements zero, so that $\sum_{ai}z_{ai}F_{ai}=\sum_{pq}D^z_{pq}F_{pq}$. Its Coulomb part, $\sum D^z_{pq}P_{rs}(pq|rs)$, is half the sum of itself and its copy with $pq\leftrightarrow rs$. In the exchange part, renaming $q\leftrightarrow r$ gives $-\frac12\sum(pq|rs)D^z_{pr}P_{qs}$, and averaging over the exchanges of indices turns $D^z_{pr}P_{qs}$ into a quarter of four terms. Therefore

$$
\sum_{ai}z_{ai}F_{ai}=\sum_{pq}h_{pq}D^z_{pq}+\frac12\sum_{pqrs}(pq|rs)\Gamma^z_{pqrs},
$$

$$
\begin{aligned}
\Gamma^z_{pqrs}={}&D^z_{pq}P_{rs}+P_{pq}D^z_{rs}\\
&-\tfrac14\left(D^z_{pr}P_{qs}+P_{pr}D^z_{qs}+D^z_{ps}P_{qr}+P_{ps}D^z_{qr}\right).
\end{aligned}
$$

The relaxed densities are $D=D^0+D^z$ and $\Gamma=\Gamma^0+\Gamma^z$.

Now $\mathcal L$ is made stationary in $U$. The overlap changes by $U+U^T$, so the last term of $\mathcal L$ changes by $-2\sum U_{pq}W_{pq}$. Stationarity requires $W$ to equal $I$ evaluated with the relaxed densities. To see what the Brillouin term adds to $I$, vary $\sum D^z_{pq}F_{pq}$ in two parts. Moving the outer orbitals $p,q$ gives $2\sum U_{pq}(FD^z)_{pq}$. Moving the occupied orbitals inside $P$ is easiest after writing the interaction as $\sum P_{pq}G[D^z]_{pq}=2\sum_kG[D^z]_{kk}$; both indices move, giving $4\sum_{pk}U_{pk}G[D^z]_{pk}$. Dividing by the common factor 2,

$$
W_{pq}=I_{pq}+(FD^z)_{pq}+2n_qG[D^z]_{pq},
$$

with $n_q=1$ for occupied $q$ and 0 for virtual $q$. For canonical orbitals $F$ is diagonal, and the blocks are

$$
\begin{aligned}
W_{ij}&=I_{ij}+2G[D^z]_{ij},\qquad W_{ab}=I_{ab},\\
W_{ia}&=I_{ia}+\tfrac12\varepsilon_iz_{ai},\\
W_{ai}&=I_{ai}+\tfrac12\varepsilon_az_{ai}+2G[D^z]_{ai}.
\end{aligned}
$$

The last two must be equal. Twice their difference reads

$$
(\varepsilon_a-\varepsilon_i)z_{ai}+4G[D^z]_{ai}=-2(I_{ai}-I_{ia}).
$$

In $G[D^z]_{ai}$ the elements $D^z_{bj}$ and $D^z_{jb}$ each contribute $\frac12z_{bj}$. The Coulomb part of $4G$ is $4\cdot\frac12\cdot2(ai|bj)z_{bj}$, and the exchange part is $-4\cdot\frac12\cdot\frac12[(ab|ij)+(aj|bi)]z_{bj}$. The result is the Z-vector equation, the second additional linear set:

$$
(\varepsilon_a-\varepsilon_i)z_{ai}+\sum_{bj}\left[4(ai|bj)-(ab|ij)-(aj|bi)\right]z_{bj}=-2(I_{ai}-I_{ia}).
$$

Its meaning follows from the direct alternative. Call the symmetric matrix on the left $A$ and the orbital slope $g_{ai}=2(I_{ai}-I_{ia})$. If a displacement changes $F_{ai}$ by $b^x_{ai}$ before the orbitals rotate, RHF restores the Brillouin condition by a rotation with $A\kappa^x=-b^x$. The CCSD energy then changes by $g^T\kappa^x=-g^TA^{-1}b^x=z^Tb^x$, where $Az=-g$. One vector $z$ serves all coordinates. When $A$ is singular, the RHF solution itself has no unique linear response. The equation then has a solution only if $g$ is orthogonal to the null vectors of $A$, which symmetry can enforce, and even then $z$ is fixed only up to such a vector.

Two limits show what the terms do. With $T=\Lambda=0$, $D^0=P$, and the two-electron density is that of a determinant. Then $I=FP$, so $I_{ai}=2F_{ai}=0=I_{ia}$, $z=0$ and $W_{ij}=2\varepsilon_i\delta_{ij}$, which is the energy-weighted density of RHF. In the opposite limit, a full configuration-interaction energy does not depend on any rotation within the given orbital space. Its orbital slope vanishes, and again $z=0$. In the first limit the orbitals already make the energy stationary, and in the second the energy does not depend on them. Relaxation thus enters only when both fail: the energy depends on occupied-virtual mixing, and the orbitals were fixed by another condition, here the RHF one. Truncating the correlation treatment allows such a dependence but does not force it. For two electrons, or for widely separated two-electron molecules, CCSD is exact within the basis and $z=0$.

At every geometry the constraints hold and $\mathcal L=E$. Since $\mathcal L$ is stationary in $t,\lambda,C,z$ and $W$, its total derivative is the derivative at fixed values of all of these. What remains is the change of the AO integrals. At fixed $C$,

$$
\sum_{pq}D_{pq}\frac{\partial h_{pq}}{\partial x}=\sum_{pq}D_{pq}\sum_{\mu\nu}C_{\mu p}C_{\nu q}h^x_{\mu\nu}=\sum_{\mu\nu}(CDC^T)_{\mu\nu}h^x_{\mu\nu}.
$$

The coefficients have moved from the integrals to the density. The same regrouping of the other terms gives

$$
D_{\rm AO}=CDC^T,\qquad W_{\rm AO}=CWC^T,\qquad
\Gamma^0_{\mu\nu\lambda\sigma}=\sum_{pqrs}C_{\mu p}C_{\nu q}C_{\lambda r}C_{\sigma s}\Gamma^0_{pqrs},
$$

and with them the opening formula. The densities are transformed once, whereas transforming derivative integrals to the MO basis would have to be repeated for each coordinate. For $\Gamma^z$ no four-index transformation is needed: each term is a product of two matrices, so the four coefficients factorize, and the expression above holds with $CD^zC^T$ and $CPC^T$ in place of $D^z$ and $P$.

The derivative integrals follow from $\chi_\mu$ depending on $\mathbf r-\mathbf R_A$ if it sits on atom $A$. Moving the atom along $x$ then changes it by $-\partial_x\chi_\mu$. With $\theta_\mu=1$ for functions on $A$ and 0 otherwise,

$$
S^x_{\mu\nu}=-\theta_\mu\langle\partial_x\mu|\nu\rangle-\theta_\nu\langle\mu|\partial_x\nu\rangle ,
$$

and $(\mu\nu|\lambda\sigma)^x$ has four such terms, one per function. In $h$ the attraction centre moves too. Because $\partial r_A^{-1}/\partial A_x=-\partial_xr_A^{-1}$, with $r_A=|\mathbf r-\mathbf R_A|$, integration by parts puts the derivative on the functions:

$$
\begin{aligned}
h^x_{\mu\nu}={}&-\theta_\mu\langle\partial_x\mu|h|\nu\rangle-\theta_\nu\langle\mu|h|\partial_x\nu\rangle\\
&-Z_A\left(\langle\partial_x\mu|r_A^{-1}|\nu\rangle+\langle\mu|r_A^{-1}|\partial_x\nu\rangle\right).
\end{aligned}
$$

The nuclear term is $V_{nn}^x=-Z_A\sum_{B\ne A}Z_B(A_x-B_x)/R_{AB}^3$.

As an example take water in the STO-3G basis, with seven orbitals, five of them occupied. Oxygen is at the origin, one hydrogen at $z=1.8$ bohr, the other at $x=2.3$, $z=-0.6$ bohr, so the second bond is stretched to 2.377 bohr. The CCSD energy is $-74.98294$ hartree. So small a basis makes this a check of the formulas and no prediction for real water.

The largest Z-vector element couples virtual orbital 7 to occupied orbital 3. Its right-hand side is

$$
-2(0.022096-0.021411)=-0.001370\ \text{hartree}.
$$

Dividing by the orbital-energy gap, $0.685281+0.554176=1.239457$ hartree, would give $-0.001105$. The full equation gives $z_{ai}=-0.001026$, about 8% away from this estimate. The closeness comes from a partial cancellation: the diagonal integral terms lower the divisor to 1.070 hartree, which alone would give $-0.001280$, and the coupling to the other elements of $z$ moves the value back. For the smaller elements the gap estimate is worse, in one case by a factor of 2.5. The density element becomes $0.003766-0.001026/2=0.003253$, a reduction of 14%. The energy-weighted element is

$$
W_{ia}=0.021411+\tfrac12(-0.554176)(-0.001026)=0.021695\ \text{hartree}.
$$

The gradient for the second hydrogen along $x$ is the sum of the one-electron, two-electron, overlap and nuclear terms:

$$
3.763933-2.078499-0.150725-1.432693=0.102016\ \text{hartree/bohr},
$$

or 5.246 eV/Å. The energy rises as this hydrogen moves outward, and with the $z$ component from the table below the slope along the bond is $(2.3\cdot0.102016+0.6\cdot0.044644)/2.377=0.110$ hartree/bohr. The force therefore shortens the bond, as expected for a stretched one. The total is much smaller than three of its four parts, so a modest relative error in one of them would spoil it. Without the overlap term the result would be 0.252741, about two and a half times too large.

Leaving out orbital relaxation does less harm here. It means using $D^0$, $\Gamma^0$ and $\frac12(I+I^T)$ for $W$: the orbitals are kept orthonormal by $U^x=-\frac12S^x$, with $S^x$ in the MO basis, and do not rotate further. In hartree/bohr, the hydrogen components are

| Component | Full formula | No relaxation |
|---|---:|---:|
| first H, $x$ | $-0.023040$ | $-0.023108$ |
| first H, $z$ | $-0.098324$ | $-0.098553$ |
| second H, $x$ | $0.102016$ | $0.101986$ |
| second H, $z$ | $-0.044644$ | $-0.044635$ |

The largest of these errors, $2.3\times10^{-4}$ hartree/bohr, is 0.2% of its component. That is small, but an optimization run with the incomplete gradient would stop where the CCSD energy still has a slope. The size belongs to this molecule and basis, and need not carry over to others. The full formula agrees with finite differences of separately computed CCSD energies to $10^{-8}$ hartree/bohr; for oxygen the reference is minus the sum over the hydrogens, since a common translation leaves the energy unchanged.

The relaxed density also serves for other perturbations. If a field adds $fx$ to the one-electron operator, the basis stays fixed, $S^x$ and $\Gamma$ drop out, and $dE/df=\sum D_{\mu\nu}\langle\mu|x|\nu\rangle$. The dipole component, the nuclear part minus this sum, is 0.34643 $e\,$bohr from the relaxed density and from finite fields alike, against 0.34530 from the unrelaxed one.

The accuracy of the gradient depends on how well all the equations are solved. If $\mathcal L$ is not quite stationary in some parameter $y$, the formula omits $(\partial\mathcal L/\partial y)(dy/dx)$, an error of first order in the residual. The pairing is crossed. The residual of the amplitude equations is $\partial\mathcal L/\partial\lambda_\mu$ and multiplies $d\lambda_\mu/dx$, while that of the $\Lambda$ equations in their commutator form, $\partial\mathcal L/\partial t_\mu=\langle0|(1+\Lambda)[\bar H,\tau_\mu]|0\rangle$, multiplies $dt_\mu/dx$. (The form with $\bar H-E$ equals this only when the amplitude equations are solved; otherwise the two differ by a term linear in the amplitude residual.) A residual $F_{ai}$ multiplies $dz_{ai}/dx$, and that of the Z-vector equation multiplies the orbital rotation. All four sets must therefore be converged until each such product is small compared with the slope at which the optimization is to stop.

## Computed results

```
Water, STO-3G, all-electron closed-shell CCSD; positions in bohr
  O  x=0.00  y=0.00  z=0.00
  H  x=0.00  y=0.00  z=1.80
  H  x=2.30  y=0.00  z=-0.60
O-H distances: 1.8000, 2.3770 bohr
orbitals 7, occupied 5, determinants 441, singles+doubles 140
RHF energy                      -74.90813018 hartree
CCSD energy, determinant code   -74.98294230 hartree
CCSD energy, pyscf              -74.98294230 hartree
CCSD energy from densities      -74.98294230 hartree
fixed-orbital derivative: densities -1.8201296, numeric -1.8201296 hartree
rotation derivative: formula 0.0002178, numeric 0.0002178 hartree
max asymmetry of I: occ-occ 1.1e-12, virt-virt 6.1e-14 hartree
max asymmetry of I, occ-virt    0.000685 hartree
largest Z-vector element: a = orbital 7, i = orbital 3
  eps_a, eps_i                  0.685281, -0.554176 hartree
  I_ai, I_ia                    0.022096, 0.021411 hartree
  right-hand side               -0.001370 hartree
  z_ai                          -0.001026 (dimensionless)
  D_ai unrelaxed, relaxed       0.003766, 0.003253 (dimensionless)
  eps_i z_ai / 2                0.000284 hartree
  W_ai = W_ia                   0.021695 hartree
trace of D_AO S                 10.000000 electrons
trace of W_AO S                 -46.028438 hartree
Gradient of second H along x, contributions in hartree/bohr:
  one-electron       3.76393323
  two-electron      -2.07849853
  overlap           -0.15072502
  nuclear           -1.43269342
  total              0.10201625
  total converted 5.24589 eV/angstrom
Gradient in hartree/bohr: analytic, numerical reference, unrelaxed
(H reference: finite differences; O reference: minus the sum over H)
  atom 1 O x   -0.07897617   -0.07897617   -0.07887809
  atom 1 O z    0.14296783    0.14296782    0.14318767
  atom 2 H x   -0.02304008   -0.02304008   -0.02310805
  atom 2 H z   -0.09832353   -0.09832352   -0.09855311
  atom 3 H x    0.10201625    0.10201625    0.10198615
  atom 3 H z   -0.04464430   -0.04464430   -0.04463455
max error, full formula         8.9e-09 hartree/bohr
max error, no orbital relaxation 2.30e-04 hartree/bohr
max error, no overlap term      0.1879 hartree/bohr
dipole x, relaxed density       0.3464310 e bohr
dipole x, finite field          0.3464310 e bohr
dipole x, unrelaxed density     0.3453013 e bohr
```
